# The Mott–Gurney Law from Pure Drift and from Drift with Diffusion

## The result

A plane insulating film of thickness $L$, permittivity $\varepsilon$ and carrier mobility $\mu$ lies between two electrodes with a voltage $V$ across it. If one electrode supplies carriers of one sign freely, and the film has no traps, the steady current density is

$$J_{\rm MG}=\frac98\,\varepsilon\mu\,\frac{V^2}{L^3}. \tag{1}$$

This is the Mott–Gurney law. The current is limited by the charge of the carriers in transit, which opposes the entry of further carriers.

The law is derived twice below. The first derivation neglects diffusion from the start. The second keeps it and recovers (1) as the limit of high voltage, which also shows how high the voltage must be.

SI units are used. The mobile carriers have charge $+q$ and move from the injecting electrode at $x=0$ to the collecting electrode at $x=L$. The field $E$ is positive along $+x$, and $V$ is the potential at $x=0$ minus that at $x=L$. For electrons the signs of charge, field and voltage are reversed, and the magnitude of $J$ is unchanged.

Both derivations assume constant $\mu$ and $\varepsilon$, a steady state, and no charge in the film other than the mobile carriers. In a ferroelectric film the displacement is $D=\varepsilon E+P$, with $P$ the remanent polarization. If $P$ is uniform and no longer switching, $dP/dx=0$ and Poisson's equation in the bulk keeps its usual form. The polarization may still change the contacts. In the second derivation the field next to the injecting contact points against the applied field and grows toward the contact, so a uniform $P$ is not assured there. A non-uniform $P$ acts as a fixed charge and is excluded.

## First derivation: drift alone

Let $\rho(x)$ be the mobile charge density. The drift current and Poisson's equation are

$$J=\rho\mu E,\qquad \varepsilon\frac{dE}{dx}=\rho. \tag{2}$$

In a steady state charge accumulates nowhere, so $J$ is the same at every $x$. Putting the second equation into the first gives

$$J=\varepsilon\mu E\frac{dE}{dx}=\frac{\varepsilon\mu}{2}\frac{d(E^2)}{dx}.$$

Since $J$ is constant, integration from the injecting contact, where $E=E_0$, gives

$$E^2(x)=E_0^2+\frac{2Jx}{\varepsilon\mu}. \tag{3}$$

**The contact condition.** If the contact holds the charge density at $\rho_0$, the drift equation there reads $E_0=J/(\mu\rho_0)$. To conclude that $E_0\to0$ as $\rho_0\to\infty$, one must know that $J$ stays bounded at fixed $V$. Equation (3) supplies this, because $E\ge(2Jx/\varepsilon\mu)^{1/2}$ and therefore

$$V=\int_0^L E\,dx\;\ge\;\left(\frac{2J}{\varepsilon\mu}\right)^{1/2}\int_0^L x^{1/2}dx=\frac23\left(\frac{2J}{\varepsilon\mu}\right)^{1/2}L^{3/2}. \tag{4}$$

Squaring gives $V^2\ge 8JL^3/(9\varepsilon\mu)$, or $J\le\frac98\varepsilon\mu V^2/L^3$. So $J$ is bounded, and $E_0\to0$ for a contact of unlimited density. With $E_0=0$ the inequality becomes an equality, which is (1). The Mott–Gurney current is thus the largest that drift alone can carry at a given voltage in this model.

**Profiles.** From (1), $2J/(\varepsilon\mu)=9V^2/(4L^3)$. Equation (3) with $E_0=0$, its integral and its derivative then give

$$E=\frac{3V}{2L}\left(\frac xL\right)^{1/2},\qquad \int_0^xE\,dx'=V\left(\frac xL\right)^{3/2},\qquad \rho=\frac{3\varepsilon V}{4L^2}\left(\frac xL\right)^{-1/2}. \tag{5}$$

The density diverges at the injecting contact while the field vanishes there, and their product stays constant. The divergence is integrable. By Gauss's law the mobile charge per area is

$$Q=\varepsilon[E(L)-E(0)]=\frac{3\varepsilon V}{2L},$$

and the transit time of a carrier is

$$\tau=\int_0^L\frac{dx}{\mu E}=\frac{2L^{3/2}}{3\mu V}\int_0^Lx^{-1/2}dx=\frac{4L^2}{3\mu V}.$$

Their quotient is $Q/\tau=\frac98\varepsilon\mu V^2/L^3=J$. This explains the powers: the stored charge is proportional to $V/L$, as in a capacitor, and the rate at which it is replaced is proportional to $V/L^2$.

**A contact of finite density.** Let $s=E_0/E(L)$. Since $\rho E$ is uniform, $s$ is also the density at the collecting electrode divided by that at the injecting one. Equation (3) at $x=L$ gives

$$J=\frac{\varepsilon\mu}{2L}E(L)^2(1-s^2).$$

For the voltage, use $dx=(\varepsilon\mu/J)E\,dE$:

$$V=\frac{\varepsilon\mu}{J}\int_{E_0}^{E(L)}E^2dE=\frac{\varepsilon\mu}{3J}E(L)^3(1-s^3)=\frac{2L}{3}E(L)\,\frac{1-s^3}{1-s^2}.$$

Solving for $E(L)$ and substituting it in the expression for $J$ gives

$$\frac{J}{J_{\rm MG}}=\frac{(1-s^2)^3}{(1-s^3)^2}\simeq1-3s^2\quad(s\ll1). \tag{6}$$

In the opposite limit, $s\to1$, the field and density are nearly uniform and the current is ohmic, $J\to\rho_0\mu V/L$. The contact then limits the current, and the law fails.

## Second derivation: drift with diffusion

Carriers also diffuse from high to low density. With the Einstein relation, the diffusion constant is $\mu V_T$, where $V_T=k_BT/q$, and

$$J=\rho\mu E-\mu V_T\frac{d\rho}{dx}=\varepsilon\mu\left(E\frac{dE}{dx}-V_T\frac{d^2E}{dx^2}\right). \tag{7}$$

Measure length in $L$, voltage in $V_T$ and field in $V_T/L$, by writing $x=L\xi$, $V=V_Tv$ and $E=(V_T/L)e(\xi)$. Both terms of (7) then carry the factor $V_T^2/L^3$, so

$$J=\frac{\varepsilon\mu V_T^2}{L^3}\,j,\qquad j=e\,e'-e'', \tag{8}$$

where a prime means $d/d\xi$. The reduced charge density is $e'$.

**Boundary conditions.** Equation (7) is of higher order than (2), so a condition is needed at the collecting electrode too. Let both electrodes be reservoirs of the same, unlimited density. The applied voltage is the drop of the electrochemical potential $\phi+V_T\ln\rho$, with $\phi$ the electrostatic potential. As the two densities are equal, the logarithms cancel, and $v=\int_0^1e\,d\xi$, with equal cutoffs at the two ends.

**Linearization.** Integrating (8) once gives $e^2/2-e'=j\xi+c$, with $c$ a constant. Set $e=-2u'/u$. Then

$$\frac{e^2}{2}=\frac{2u'^2}{u^2},\qquad e'=-\frac{2u''}{u}+\frac{2u'^2}{u^2},$$

and the squares cancel in the difference, leaving

$$u''=\tfrac12(j\xi+c)\,u. \tag{9}$$

The density $e'=e^2/2-j\xi-c$ can diverge at the contacts only if $|e|$ does, so $u(0)=u(1)=0$. Inside the film the field is finite, so $u$ has no node there. This is the ground state of a particle between hard walls in a linear potential, and $c$ follows from its energy.

The density is positive throughout. Differentiating $e'$ and using (8) gives $(e')'=e\,e'-j$, so wherever $e'$ vanished its slope would be $-j<0$. It could fall through zero but never rise through it again, whereas it must tend to $+\infty$ at $\xi=1$.

**Airy functions.** Let $a=(j/2)^{1/3}$ and $z=z_0+a\xi$, with $z_0=ca/j$. Then $(j\xi+c)/2=a^2z$ and (9) becomes $d^2u/dz^2=zu$. The solution that vanishes at $\xi=0$ is

$$u=\mathrm{Ai}(z)\,\mathrm{Bi}(z_0)-\mathrm{Bi}(z)\,\mathrm{Ai}(z_0).$$

With $z_1=z_0+a$, the condition at $\xi=1$ is

$$\mathrm{Ai}(z_0)\,\mathrm{Bi}(z_1)=\mathrm{Bi}(z_0)\,\mathrm{Ai}(z_1). \tag{10}$$

For the voltage, cut off a small length $\delta$ at each end. There $u$ is linear, and the density is $2/\delta^2$ at both cuts to leading order. Hence

$$v=-2\ln\left|\frac{u(1-\delta)}{u(\delta)}\right|\;\to\;2\ln\left|\frac{u'(0)}{u'(1)}\right|.$$

The Wronskian $\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\,\mathrm{Bi}=1/\pi$ gives $du/dz=-1/\pi$ at $z_0$. At $z_1$, replace $\mathrm{Ai}(z_0)$ by $\mathrm{Bi}(z_0)\mathrm{Ai}(z_1)/\mathrm{Bi}(z_1)$ from (10). The same Wronskian then gives $du/dz=-\mathrm{Bi}(z_0)/[\pi\,\mathrm{Bi}(z_1)]$. Therefore

$$v=2\ln\left|\frac{\mathrm{Bi}(z_1)}{\mathrm{Bi}(z_0)}\right|, \tag{11}$$

taken as a limit if both functions happen to vanish.

**High voltage.** For large $a$ the ratio $\mathrm{Ai}(z_1)/\mathrm{Bi}(z_1)$ is exponentially small, so (10) requires $\mathrm{Ai}(z_0)\to0$. Since $u$ has no node, $z_0$ tends to the first zero of $\mathrm{Ai}$, $z_0\to-\alpha$ with $\alpha=2.33811$. With $\mathrm{Bi}(z)\simeq\pi^{-1/2}z^{-1/4}\exp(\frac23z^{3/2})$ at $z_1=a-\alpha$,

$$v\simeq\frac43(a-\alpha)^{3/2}-\frac12\ln(a-\alpha)-\ln\pi-2\ln|\mathrm{Bi}(-\alpha)|. \tag{12}$$

To leading order $v=\frac43a^{3/2}$, so $v^2=\frac{16}{9}a^3=\frac89j$ and $j=\frac98v^2$. In (8) the factors $V_T^2$ cancel:

$$J=\frac{\varepsilon\mu V_T^2}{L^3}\cdot\frac98\frac{V^2}{V_T^2}=\frac98\,\varepsilon\mu\frac{V^2}{L^3}.$$

This is (1) again. Temperature has dropped out, except through $\mu$ and $\varepsilon$.

**The leading correction.** Expanding the first term of (12) gives $v\simeq\frac43a^{3/2}(1-3\alpha/2a)$. The logarithm is smaller than this correction by a factor of order $a^{-1/2}\ln a$. Squaring, and using $a\simeq(3v/4)^{2/3}$ in the small term,

$$\frac{J}{J_{\rm MG}}\simeq1+\frac{3\alpha}{a}\simeq1+3\alpha\left(\frac{4V_T}{3V}\right)^{2/3}. \tag{13}$$

The correction has a simple origin. Where diffusion is weak, $e'$ is negligible in the integrated equation, which becomes $e^2\simeq2(j\xi+c)=2j(\xi-\alpha/a)$. This is the drift solution with its origin moved from the contact to $\xi=\alpha/a$. Near the contact, $e\simeq-2/\xi$ is negative, and diffusion carries the current against the field. The field changes sign where $u'=0$, near the first zero of $\mathrm{Ai}'$ at $z=-1.019$, that is at $\xi\simeq(\alpha-1.019)/a$; the point $\alpha/a$ is the extrapolated origin of the drift solution farther out. That solution is the one for a film of thickness $L(1-\alpha/a)$, and the inverse cube of this length gives the factor $1+3\alpha/a$ to first order.

**Low voltage.** At $j=0$ the nodeless solution is $u=\sin\pi\xi$, so $e=-2\pi\cot\pi\xi$ and the density is $e'=2\pi^2/\sin^2\pi\xi$. Even without a current, the reservoirs fill the film with carriers. A small current produces an electrochemical drop $j/e'$ per unit length, so

$$v=j\int_0^1\frac{\sin^2\pi\xi}{2\pi^2}\,d\xi=\frac{j}{4\pi^2},\qquad J=4\pi^2\varepsilon\mu\frac{V_TV}{L^3}. \tag{14}$$

The current is linear in $V$ but still varies as $L^{-3}$. The lines (14) and (1) cross at $V=(32\pi^2/9)V_T$, about 35 thermal voltages.

## What each derivation assumes

The first derivation needs one contact condition, $E(0)=0$, and says nothing about the collecting electrode. Its price is the neglect of diffusion even where the density diverges. With the profiles (5), $\rho'/\rho=-1/(2x)$, and the ratio of diffusion to drift current is

$$\frac{V_T}{2xE}=\frac{V_T}{3V}\left(\frac Lx\right)^{3/2}.$$

However high the voltage, this exceeds one sufficiently near the contact. Setting the ratio to one gives a layer of relative thickness $(V_T/3V)^{2/3}$, the same power of voltage as in (13). The profiles (5) fail inside this layer, so the estimate gives the power but not the numerical factor, and the true layer is thicker. Drift theory is therefore the limit of a shrinking contact layer, and the layer shrinks slowly.

The second derivation does not impose $E(0)=0$. It assumes instead the Einstein relation in its non-degenerate form, which fails wherever the carrier density is not small compared with the effective density of states of the band, and two equal reservoirs of unlimited density. Equation (1) then requires $V\gg V_T$, with the error given to leading order by (13). The condition is a severe one, because the error is still about 10% at $V=800\,V_T$.

The two powers in the law also differ in standing. In the reservoir model, (8) has the form $J=(\varepsilon\mu V_T^2/L^3)\,j(V/V_T)$. The inverse cube of thickness holds at every voltage, because no other length enters, while the square of voltage belongs to the high-voltage limit. An inverse-cube dependence alone therefore does not show that diffusion is negligible.

Neither derivation covers traps. If a constant fraction $\theta$ of the injected charge is mobile, the drift current is $\theta\rho\mu E$ with $\rho$ the total charge. The first derivation then holds with $\mu$ replaced by $\theta\mu$, and the current falls by the factor $\theta$. If $\theta$ changes with filling, the power of voltage changes too. A neutral film with its own carrier density $n_b$ also conducts ohmically, with $J=qn_b\mu V/L$. This equals (1) at $V=8qn_bL^2/(9\varepsilon)$, which estimates the voltage below which the background carriers dominate.

## A thin film in numbers

Take a model oxide film with $L=20$ nm, relative permittivity 25, $\mu=10^{-6}\ \mathrm{m^2/(V\,s)}$, $V=4$ V and $T=300$ K. The permittivity is $2.2135\times10^{-10}$ F/m, and

$$J_{\rm MG}=\frac98\cdot\frac{(2.2135\times10^{-10})(10^{-6})(4)^2}{(2\times10^{-8})^3}=4.98\times10^{8}\ \mathrm{A/m^2},$$

or $4.98\times10^4\ \mathrm{A/cm^2}$. The charge and transit time give the same value: $Q/\tau=(6.64\times10^{-2})/(1.333\times10^{-10})=4.98\times10^8$ in the same SI unit. This large current belongs to a trap-free film with the chosen mobility, and is not a prediction of the leakage of a real memory capacitor.

The field at the collecting electrode is $3\times10^8$ V/m, 1.5 times the mean field. (The numerical output calls this electrode the anode, its name when the carriers are electrons.) At such fields a constant mobility is doubtful, and tunnelling and breakdown, both left out here, may intervene. The current would also dissipate $JV\simeq2\times10^9\ \mathrm{W/m^2}$, and this heating is left out as well.

Equations (2) were also integrated numerically, with a dense but finite contact, and the current was adjusted until the voltage was right. The result is 0.9999983 of (1), with exponents 1.99999 in voltage and $-3.00000$ in thickness. The contact density there was $1000\,\varepsilon V/(qL^2)$, so by (5) $s\simeq0.75\times10^{-3}$, and the deficit $3s^2\simeq1.7\times10^{-6}$ agrees with (6).

**Contact density.** The smallest carrier density in the ideal profile, at $x=L$, is $1.04\times10^{25}\ \mathrm{m^{-3}}$. With drift alone, a contact density of $10^{27}\ \mathrm{m^{-3}}$ gives 0.9997 of the Mott–Gurney current and $10^{26}\ \mathrm{m^{-3}}$ gives 0.971. A density of $10^{25}\ \mathrm{m^{-3}}$, about equal to that minimum, gives 0.458.

**Diffusion.** With unlimited reservoirs the current at 4 V is $6.69\times10^8\ \mathrm{A/m^2}$, 34% above (1), although $V/V_T=155$. Here $a=26.25$, so the origin of the shifted drift solution lies at $\alpha/a=0.089$ of the thickness, or 1.8 nm from the contact. The shortened film alone gives a factor $(1-0.089)^{-3}\simeq1.32$. The logarithmic and constant terms of (12) account for most of the small remainder up to 1.343.

These figures belong to the non-degenerate model. For a single band minimum with the free-electron mass, the effective density of states at 300 K is $2.5\times10^{25}\ \mathrm{m^{-3}}$. The density in (5) exceeds this over the first 17% of the thickness and is still 0.41 of it at $x=L$. The drift-diffusion profile is denser: it exceeds this value over about the first 30% and the last 3% of the thickness, and nowhere falls below half of it. For such a band the non-degenerate Einstein relation would fail throughout the film, most of all in the diffusion layer, and the size of the diffusion correction would have to be computed anew.

The same shift lowers the apparent power of voltage. From $j\propto a^3$ and $v\propto(a-\alpha)^{3/2}$,

$$\frac{d\ln j}{d\ln v}\simeq\frac{3/a}{\frac32/(a-\alpha)}=2\left(1-\frac{\alpha}{a}\right)\simeq1.82,$$

and the full solution gives 1.81. In this non-degenerate model the slope at 4 V is thus somewhat below 2 even without traps.

| $V$ (V) | $J/J_{\rm MG}$ | estimate (13) |
|---|---|---|
| 0.4 | 3.1901 | 2.3685 |
| 4 | 1.3427 | 1.2948 |
| 40 | 1.0675 | 1.0635 |
| 400 | 1.0141 | 1.0137 |

The first row lies below the crossing voltage of 0.907 V, and there the expansion (13) is not reliable. The low-voltage line (14) does no better, since it gives $0.907/0.4=2.27$ times (1). The last two rows would mean impossible fields in a 20 nm film. The ratio depends on $V/V_T$ and not on $L$, however, so they can be read for much thicker films.

The finite contact density lowers the current and diffusion raises it. Their factors should not be multiplied to describe a contact in which both act. At 4 V, equation (8) with the same finite density at both electrodes gives about 1.25 times (1) for $10^{27}\ \mathrm{m^{-3}}$ and 1.08 for $10^{26}\ \mathrm{m^{-3}}$, where the products would be 1.34 and 1.30. A contact dense enough to count as unlimited for drift alone is not yet unlimited once diffusion is kept.

## Computed values

```
Relative permittivity: 25
Permittivity: 2.2135e-10 F/m
Mobility: 1.0e-06 m^2/(V s)
Thickness: 20.0 nm
Voltage: 4.0 V
Temperature: 300 K
Mott-Gurney current density: 4.9805e+08 A/m^2
Same, converted: 4.9805e+04 A/cm^2
Numerical drift current / Mott-Gurney: 0.9999983
Numerical voltage exponent: 1.99999
Numerical thickness exponent: -3.00000
Mean field V/L: 2.000e+08 V/m
Anode field: 3.000e+08 V/m
Anode carrier density: 1.0362e+25 m^-3
Mobile charge per area: 6.6406e-02 C/m^2
Transit time: 1.3333e-10 s
Finite contact density, drift only:
  density 1e+27 m^-3: E(0)/E(L) = 0.0104, J/J_MG = 0.9997
  density 1e+26 m^-3: E(0)/E(L) = 0.1016, J/J_MG = 0.9714
  density 1e+25 m^-3: E(0)/E(L) = 0.5742, J/J_MG = 0.4582
Diffusion included, infinitely dense reservoirs:
Thermal voltage: 0.025852 V
Reduced voltage V/V_T: 154.73
Crossing of low- and high-voltage laws: 0.9072 V
Low-voltage reduced conductance: 39.4784
Value of 4 pi^2: 39.4784
Magnitude of first Ai zero: 2.33811
Airy parameter a at 4 V: 26.247
Current density with diffusion: 6.6875e+08 A/m^2
Local voltage exponent at 4 V: 1.8123
  0.4 V: J/J_MG = 3.1901, leading estimate 2.3685
  4.0 V: J/J_MG = 1.3427, leading estimate 1.2948
  40.0 V: J/J_MG = 1.0675, leading estimate 1.0635
  400.0 V: J/J_MG = 1.0141, leading estimate 1.0137
```
